# Out-of-plane spin from the anomalous Hall current of a tilted ferromagnet

## Problem

A ferromagnetic film has thickness $d$ and normal $\hat z$. An electric field $E_x$ drives a current through it along $x$. The magnetisation is fixed in the plane normal to the current,

$$\mathbf m=(0,\cos\theta,\sin\theta),\qquad 0\le\theta\le 90^\circ ,$$

so $\theta$ is the tilt out of the film plane. The lower face, $z=0$, is insulating. The upper face, $z=d$, touches a thin nonmagnetic spacer, followed by a free magnetic layer that absorbs spin.

(a) Find the spin current that the anomalous Hall effect sends through the upper face.

(b) Find the part of it whose spin points out of the plane, and the tilt at which that part is largest when $E_x$ is held fixed.

(c) Evaluate the result for an 8 nm layer carrying 10 MA/cm², and judge what the model leaves out.

**Model.** The conduction electrons form two channels, "up" and "down", with moment along $+\mathbf m$ and $-\mathbf m$. Spin transverse to $\mathbf m$ is taken to dephase inside the ferromagnet, which requires a layer much thicker than the dephasing length, roughly 1 nm. Each channel $s$ obeys

$$\mathbf j_s=\sigma_s\mathbf E_s+\sigma_{AH,s}\,\mathbf m\times\mathbf E_s,\qquad \mathbf E_s=-\nabla\mu_s, \tag{1}$$

$$\sigma_{\uparrow,\downarrow}=\tfrac12\sigma(1\pm\beta),\qquad \sigma_{AH,\uparrow,\downarrow}=\tfrac12\sigma_{AH}(1\pm\zeta). \tag{2}$$

Here $\mu_s$ is an electrochemical potential in volts, with the sign for positive charge. The number $\beta$ is the polarisation of the ordinary conductivity and $\zeta$ that of the Hall conductivity. The latter may exceed 1, because the two channels may deflect in opposite senses.

The spin current along $z$ is $Q=j_{\uparrow,z}-j_{\downarrow,z}$, in units of charge current. Electrons carry charge $-e$, so the flow of magnetic moment is $-(\mu_B/e)Q$. A negative $Q$ means that moment along $+\mathbf m$ flows upward.

The free layer is magnetised along $x$. Spins along $y$ and along $z$ are then both transverse to it and are absorbed with the same conductance per area $g$. A possible rotation of the spin about $x$ at its surface is neglected, as is spin relaxation in the spacer.

## Hints

1. Work out the $z$ component of $\mathbf m\times\mathbf E$. Which component of $\mathbf m$ survives?
2. No charge can flow steadily along $z$. What field does this create, and does that field itself drive a spin current?
3. Spin piles up at the faces. Write one differential equation for $Q(z)$ and ask whether its coefficients know about $\theta$.
4. The direction of flow and the direction of the spin are separate matters. Each supplies one factor that depends on the tilt.

## Solution

### The Hall flow along the normal

The film is uniform in $x$ and $y$, so $\mu_\uparrow-\mu_\downarrow$ depends on $z$ alone. Both channels therefore feel the same in-plane field. Since $m_x=0$,

$$(\mathbf m\times\mathbf E)_z=m_xE_y-m_yE_x=-m_yE_x .$$

A sideways field $E_y$, if there is one, drops out. With the abbreviation $h=\sigma_{AH}m_yE_x$, equation (1) gives

$$j_{s,z}=\sigma_sE_{s,z}-\tfrac12(1\pm\zeta)\,h. \tag{3}$$

The flow is greatest for magnetisation in the plane and vanishes at $\theta=90^\circ$, where the Hall deflection is sideways, along $y$.

### The open circuit

In a steady state the total charge current along $z$ cannot vary with $z$, and it vanishes at the insulating face. It is therefore zero throughout. Adding the two channels of (3) gives

$$\sigma_\uparrow E_{\uparrow,z}+\sigma_\downarrow E_{\downarrow,z}=h. \tag{4}$$

Let $\delta=\mu_\uparrow-\mu_\downarrow$ be the spin accumulation. From $\mathbf E_s=-\nabla\mu_s$ it follows that $E_{\downarrow,z}=E_{\uparrow,z}+\delta'$, where the prime means $d/dz$. Inserting this in (4), with $\sigma_\uparrow+\sigma_\downarrow=\sigma$, gives

$$E_{\uparrow,z}=\frac{h-\sigma_\downarrow\delta'}{\sigma}.$$

The up current is then

$$j_{\uparrow,z}=\frac{1+\beta}{2}\Big[h-\frac{\sigma(1-\beta)}{2}\delta'\Big]-\frac{1+\zeta}{2}h
=-\frac{\zeta-\beta}{2}h-\frac{\sigma(1-\beta^2)}{4}\delta'.$$

Because $j_{\downarrow,z}=-j_{\uparrow,z}$, the spin current is twice this:

$$Q=Q_0-\frac{\sigma(1-\beta^2)}{2}\,\delta',\qquad Q_0=-(\zeta-\beta)\,\sigma_{AH}\,m_yE_x. \tag{5}$$

The term with $\zeta$ is the Hall spin current. The term with $\beta$ is the polarised drift current driven by the field of the charge that the Hall current deposits at the faces. It opposes the first term if $\zeta$ and $\beta$ have the same sign. For $\zeta=\beta$ the two cancel: the Hall and drift currents then carry the same polarisation, and zero net charge means zero net spin.

### Loss at the faces

Spin flips turn up current into down current at a rate proportional to $\delta$, so $Q'=-2\kappa\delta$ with some constant $\kappa$. Differentiating (5), in which $Q_0$ is constant, and comparing gives

$$\delta''=\frac{\delta}{\lambda^2},\qquad \lambda^2=\frac{\sigma(1-\beta^2)}{4\kappa}.$$

The length $\lambda$ is the spin diffusion length. Define the conductance per area

$$G_F=\frac{\sigma(1-\beta^2)}{2\lambda}.$$

Then $2\kappa=G_F/\lambda$, and the two relations become

$$Q=Q_0-G_F\lambda\,\delta',\qquad Q'=-\frac{G_F}{\lambda}\,\delta. \tag{6}$$

Differentiating the second and using the first to remove $\delta'$ gives $Q''=(Q-Q_0)/\lambda^2$. The solution that satisfies $Q(0)=0$ is

$$Q(z)=Q_0\Big(1-\cosh\frac z\lambda\Big)+C\sinh\frac z\lambda .$$

At the upper face the sink requires $Q(d)=g\,\delta(d)$. Write $c=\cosh(d/\lambda)$, $s=\sinh(d/\lambda)$ and $r=g/G_F$. From (6), $\delta(d)=-(\lambda/G_F)Q'(d)=(Q_0s-Cc)/G_F$, so

$$Q_0(1-c)+Cs=r(Q_0s-Cc)\quad\Rightarrow\quad C=Q_0\,\frac{rs+c-1}{s+rc}.$$

Substituting $C$ back,

$$Q(d)=Q_0\,\frac{(1-c)(s+rc)+s(rs+c-1)}{s+rc}
=Q_0\,\frac{r(c-c^2+s^2)}{s+rc}=Q_0\,\frac{r(c-1)}{s+rc},$$

where the last step uses $c^2-s^2=1$. Dividing numerator and denominator by $rc$ gives the answer to (a):

$$Q(d)=\eta\,Q_0,\qquad \eta=\frac{1-\operatorname{sech}(d/\lambda)}{1+(G_F/g)\tanh(d/\lambda)}. \tag{7}$$

For $d\ll\lambda$ the numerator tends to $d^2/2\lambda^2$: the insulating face blocks the spin current, and the blockage reaches through the whole layer. For $d\gg\lambda$ one finds $\eta\to1/(1+G_F/g)$, and the remaining loss is backflow from an imperfect sink.

The factor $\eta$ contains no angle. This rests on the sink: since it treats $y$ and $z$ spins alike, the accumulation in the spacer stays parallel to $\mathbf m$, and the same $g$ applies at every tilt.

### The out-of-plane spin

The emitted spin is polarised along $\mathbf m$, so its components are $Q(d)\,m_y$ and $Q(d)\,m_z$:

$$Q_y=-(\zeta-\beta)\sigma_{AH}E_x\eta\cos^2\theta,$$

$$Q_z=-(\zeta-\beta)\sigma_{AH}E_x\eta\sin\theta\cos\theta=-\tfrac12(\zeta-\beta)\sigma_{AH}E_x\eta\sin2\theta. \tag{8}$$

One factor, $m_y=\cos\theta$, makes the flow, and the other, $m_z=\sin\theta$, tips its spin out of the plane. The derivative of $\sin2\theta$ is $2\cos2\theta$, which vanishes in the given range only at $\theta=45^\circ$. The second derivative there is $-4$, and $\sin2\theta$ is zero at both ends of the range. Hence $|Q_z|$ is largest at 45°, provided $\zeta\ne\beta$. This answers (b).

The total spin current is largest at $\theta=0$, where none of it is out-of-plane spin. The ratio $Q_z/Q_y=\tan\theta$ keeps growing beyond 45°, so a steeper tilt gives a purer but weaker out-of-plane current. Reversing $\mathbf m$ leaves $Q_z$ unchanged, since it contains $m_ym_z$. Reversing the current, or tilting to $-\theta$, changes its sign.

### Numbers

The parameters are rough values of the kind met in Co-Fe-B films: resistivity 150 µΩ cm, $\sigma_{AH}/\sigma=0.02$, $\beta=0.6$ and $\lambda=4$ nm. The Hall polarisation is poorly known, and $\zeta=1.5$ is an assumption. The sink has $g=5\times10^{14}$ S/m². These give

$$G_F=\frac{6.667\times10^5\times0.64}{2\times4\times10^{-9}}=5.33\times10^{13}\ \text{S/m}^2 .$$

With $d/\lambda=2$, $\operatorname{sech}2=0.266$ and $\tanh2=0.964$,

$$\eta=\frac{1-0.266}{1+0.1067\times0.964}=0.666 .$$

The current density is $J=\sigma E_x$, up to a relative correction of order $(\sigma_{AH}/\sigma)^2$. At 45°,

$$\frac{|Q_z|}{J}=\tfrac12\times0.9\times0.02\times0.666=0.0060,\qquad |Q_z|=60\ \text{kA/cm}^2 .$$

| $\theta$ | $Q$ (kA/cm²) | $Q_y$ | $Q_z$ |
|---|---|---|---|
| 0° | −120 | −120 | 0 |
| 30° | −104 | −90 | −52 |
| 45° | −85 | −60 | −60 |
| 60° | −60 | −30 | −52 |

These entries come from a direct numerical solution of the two channels, not from (7). The two were compared for $d=3$, 8 and 20 nm, $g=2\times10^{13}$ and $5\times10^{14}$ S/m², and tilts of 0.2, 0.8 and 1.3 rad. The largest difference relative to the formula was $4\times10^{-5}$. A numerical search for the maximum gave 45.000°. The full values are in the numerical output.

The maximum is broad. At 35° the factor is $\sin70^\circ=0.94$, so a tilt error of 10° costs 6 percent of $Q_z$.

To see what this current does, note that each electron carries angular momentum $\hbar/2$. The free layer, of thickness $t$ and saturation magnetisation $M_s$, thus receives $\hbar|Q_z|/2e$ per area and time. A field $B$ normal to its moment exerts the torque $M_sBt$ per area. Equating the two for $t=1$ nm and an assumed $\mu_0M_s=1.5$ T, which corresponds to $M_s=1194$ kA/m,

$$B=\frac{\hbar|Q_z|}{2eM_st}=0.165\ \text{mT}.$$

### What real devices change

The resistivity, Hall angle and current density are of ordinary size for such films, but $\zeta$ is a guess, and $Q_z$ is proportional to $\zeta-\beta$. For this $\zeta$ the efficiency of 0.6 percent for $z$ spin (1.2 percent for the total at $\theta=0$) is small beside the spin Hall efficiency of strongly spin-orbit-coupled heavy metals, roughly 10 percent. The comparison stands or falls with the guess: values of $|(\zeta-\beta)\sigma_{AH}/\sigma|$ of order 0.1 have been reported for Co-Fe-B, against 0.018 here, and 0.14 would give 4.7 percent for $z$ spin. What the tilted magnet offers is the direction of the spin. The value of $J$ is that in the fixed layer itself. A copper spacer would carry much of the device current, so the efficiency per total current would be lower. For $m_x=0$, the assumption with the largest effect on the best angle, among those sized here, is the isotropic sink. Variation 1 shows that a perpendicular free layer moves the optimum by about 20°.

Other omissions can be sized for the same numbers.

- **Anisotropic magnetoresistance.** Suppose the conductivity along $\mathbf m$ is lower by 0.5 percent of $\sigma$, with the whole change placed in one channel and $E_y=0$. The best tilt becomes 45.04° or 44.98°, depending on the channel; with open sides instead of $E_y=0$ it becomes 45.01° or 45.11°. The shift is this small only because $m_x=0$ (see Variation 2).
- **Oersted field.** The fixed layer, treated as a wide current sheet, produces $\mu_0Jd/2=0.50$ mT at the free layer, three times the equivalent field above. A copper spacer adds more: 3 nm at an assumed 10 µΩ cm gives 2.8 mT in the same direction at the same $E_x$. It leaves (8) untouched. It points along the $y$ axis, so on a free moment along $x$ it exerts a torque along $z$, the same axis as the torque from $Q_z$. The two can be told apart by tilting to $-\theta$, which reverses $Q_z$ but not the Oersted field.
- **Heating.** A 1 ns pulse with no heat loss warms the fixed layer by $\rho J^2\tau/C=4.3$ K through its own Joule heat, where $\rho$ is the resistivity, $\tau$ the pulse length and $C=3.5$ J/(cm³ K). The copper spacer just assumed dissipates more. Shared over the 12 nm of the three layers with the same $C$, the rise is about 19 K.
- **Holding the tilt.** A film prefers to be magnetised in its plane. With a field $B_z$ along the normal and no other anisotropy, the energy density is $-M_sB_z\sin\theta+\tfrac12\mu_0M_s^2\sin^2\theta$. Its minimum lies at $\sin\theta=B_z/\mu_0M_s$. For $\mu_0M_s=1.5$ T, 45° needs 1.06 T. This energy does not depend on the azimuth, so keeping $m_x=0$ needs a further in-plane field or anisotropy. The normal field also acts on the free layer: with the same $M_s$ and no other anisotropy it would tilt from $x$ by 45° as well, and the vector balance of Variation 1 then gives 39 instead of 60 kA/cm² of absorbed $z$ spin. It is therefore better to lower the field needed. Uniaxial perpendicular anisotropy in the fixed layer does this, but without a field it gives only 0° or 90°. An interface anisotropy of 1.3 mJ/m² spread over 8 nm cancels only 18 percent of the shape anisotropy and still leaves 0.87 T, which would tilt such a free layer by 35°.

The model also omits spin currents generated at the interfaces and the separate spin Hall effect of transverse spins. Their size is not estimated here. The latter bears directly on (8): for flow along $z$ its simplest form has spin along $\hat y-m_y\mathbf m$, the part of $\hat y$ transverse to $\mathbf m$. Its $z$ component is $-m_ym_z$, so it can add to or cancel $Q_z$, and its flow does not vanish at $\theta=90^\circ$. The accumulation is also taken as continuous across the interface between fixed layer and spacer. A spin conductance of $10^{15}$ S/m² in series there would lower $\eta$ from 0.666 to 0.636 without adding an angle. The free layer is only about one dephasing length thick, so it may absorb transverse spin less completely than the chosen $g$ implies.

## Variation 1: a perpendicular free layer

*The free layer is now magnetised along $z$. Which tilt delivers the most $z$ spin to it?*

Spin along $y$ is still absorbed with conductance $g$. Spin along $z$ is now longitudinal. It enters the layer only as fast as it relaxes there, because the far face is closed. For the same material, (6) without its source gives the conductance

$$G_l=G_F\tanh(t/\lambda)=1.31\times10^{13}\ \text{S/m}^2,$$

about forty times less than $g$.

The accumulation in the spacer is a vector $(0,a_y,a_z)$ that need no longer lie along $\mathbf m$. Putting $g=Q(d)/\delta(d)$ into (7) shows how the fixed layer responds to a given accumulation along $\mathbf m$:

$$Q(d)=Q_s-G_1\delta(d),\quad Q_s=Q_0\big[1-\operatorname{sech}(d/\lambda)\big],\quad G_1=G_F\tanh(d/\lambda).$$

The fixed layer also absorbs accumulation transverse to $\mathbf m$, with a conductance taken to be the same $g$. In a steady state, what leaves the fixed layer enters the free layer. Let $\mathbf n=(0,-\sin\theta,\cos\theta)$ be the transverse direction. The balance along $\mathbf n$ is

$$-g(-a_y\sin\theta+a_z\cos\theta)=-g\,a_y\sin\theta+G_la_z\cos\theta,$$

so that $2g\,a_y\sin\theta=(g+G_l)\,a_z\cos\theta$. The balance along $\mathbf m$ is

$$Q_s-G_1(a_y\cos\theta+a_z\sin\theta)=g\,a_y\cos\theta+G_la_z\sin\theta .$$

Eliminating $a_y$ gives the absorbed $z$ spin,

$$G_la_z=\frac{2gG_l\,Q_s\sin\theta}{P\cos^2\theta+R\sin^2\theta},\qquad P=(g+G_1)(g+G_l),\quad R=2g(G_1+G_l).$$

Since $Q_s\propto\cos\theta$, dividing numerator and denominator by $\cos^2\theta$ leaves a function proportional to $\tan\theta/(P+R\tan^2\theta)$. Its derivative with respect to $\tan\theta$ vanishes at

$$\tan\theta=\sqrt{P/R}.$$

For $G_l=g$ one has $P=R$, and 45° returns. Here $G_1=5.14\times10^{13}$ S/m² and $P/R=4.39$, so the best tilt is 64.5°. The absorbed $z$ spin current is 6.4 kA/cm² there and 5.0 kA/cm² at 45°, against 60 kA/cm² for the free layer along $x$.

This small flow does not mean a small accumulation. At the best tilt $|a_z|=6.4\times10^7/1.31\times10^{13}=4.9$ µV, while the layer along $x$ at 45° has $6.0\times10^8/5\times10^{14}=1.2$ µV. While the free layer points along $z$, the $z$ spin exerts no torque on it. If the layer tips by a small angle, part of this accumulation becomes transverse to its moment, and the $z$ spin begins to exert a torque. That torque depends on the direction of tipping. In the same balance its rate per tip angle is largest at a tilt of 64.5° for a tip toward $x$, near 77° for a tip toward $y$, and near 73° for the mean of the two. The absorbed $y$ spin, 60 kA/cm² at 64.5°, exerts a torque even before the layer tips.

## Variation 2: a magnet turned toward the current

*Let $\mathbf m=(\cos\theta\sin\varphi,\ \cos\theta\cos\varphi,\ \sin\theta)$, with the free layer again an isotropic sink, now for all three spin directions, and with $E_y=0$. How does (8) change?*

The Hall flow is still $(\mathbf m\times\mathbf E)_z=-m_yE_x$, now with $m_y=\cos\theta\cos\varphi$. Equations (3) to (7) hold with this $m_y$, and projection on $z$ gives

$$Q_z=-\tfrac12(\zeta-\beta)\,\sigma_{AH}E_x\,\eta\,\cos\varphi\,\sin2\theta .$$

At fixed $\varphi$ the best tilt is still 45°, but the size falls as $\cos\varphi$. For $\varphi=60^\circ$ and the same $\eta$ as before, 60 kA/cm² becomes 30 kA/cm². A sink that is isotropic in all three directions is an idealisation, since a magnet absorbs spin along its own moment only weakly. With the free layer along $x$, absorbing $x$ spin with the $G_l$ of Variation 1, the vector balance at $\varphi=60^\circ$ gives 42 kA/cm² at 45° and a best tilt of 33°. At $\varphi=90^\circ$ the magnet tilts in the plane that contains the current and the normal, and in model (1) $Q_z$ vanishes at every tilt: the spin has an out-of-plane part, but no Hall flow carries it upward.

If the sides of the film are open instead, a field $E_y\approx-(\sigma_{AH}/\sigma)m_zE_x$ builds up to cancel the sideways Hall current. The flow then contains $m_yE_x-m_xE_y$ in place of $m_yE_x$. To leading order the added term is $(\sigma_{AH}/\sigma)m_xm_zE_x$, which is at most 1 percent of $\sigma_{AH}E_x$ in the flow here, because $|m_xm_z|\le\tfrac12$. At $\varphi=90^\circ$ and $\theta=45^\circ$, where the main term disappears, it leaves $Q_z=-0.85$ kA/cm². In a real film anisotropic magnetoresistance matters more once $m_x\ne0$, because it drives a flow along $z$ proportional to $m_xm_zE_x$. The 0.5 percent assumed above gives, at the same angles and with $E_y=0$, $Q_z=-4.7$ kA/cm² if placed in the up channel and $+19$ kA/cm² if placed in the down channel. At $\varphi=60^\circ$ it moves the best tilt to 47° or 31°, and at $\varphi=70^\circ$ the down-channel case gives 22°. The two placements are not bounds: the same total made of $+0.5$ percent in the up channel and $-1$ percent in the down channel gives 63° at $\varphi=60^\circ$. The $\cos\varphi$ law therefore describes the Hall part only.

## Calculated quantities

```
resistivity = 150 microohm cm
conductivity sigma = 6.667e+05 S/m
Hall angle sigma_AH/sigma = 0.020
beta = 0.60, zeta = 1.50 (zeta assumed)
spin diffusion length = 4.0 nm
fixed layer = 8.0 nm, free layer = 1.0 nm
sink conductance g = 5.00e+14 S/m^2
G_F = 5.333e+13 S/m^2
current density = 10.0 MA/cm^2
driving field E_x = 1.50 kV/cm
transmission eta = 0.6657
largest relative error of formula in tests = 4.1e-05
spin current ratio, zeta=beta to example = 1.1e-12
tilt (deg), Q total, Q_y, Q_z (kA/cm^2), numerical solution:
   0   -119.83   -119.83      0.00
  15   -115.75   -111.81    -29.96
  30   -103.78    -89.87    -51.89
  45    -84.73    -59.92    -59.92
  60    -59.92    -29.96    -51.89
  75    -31.02     -8.03    -29.96
  90      0.00      0.00      0.00
numerical best tilt = 45.000 deg
|Q_z|/J at 45 deg = 0.599 percent
Q_z at 35 deg relative to 45 deg = 0.9397
mu0*Ms = 1.50 T, Ms = 1194 kA/m
equivalent torque field of Q_z = 0.165 mT
Neglected effects:
free layer along z: longitudinal conductance = 1.31e+13 S/m^2
free layer along z: best tilt = 64.5 deg
free layer along z: |Q_z| at best tilt = 6.39 kA/cm^2
free layer along z: |Q_z| at 45 deg = 4.97 kA/cm^2
magnetoresistance assumed = 0.5 percent of sigma
best tilt, all in up channel = 45.039 deg
best tilt, all in down channel = 44.984 deg
Oersted field of fixed layer at free layer = 0.503 mT
heat capacity = 3.5 J/(cm^3 K)
pulse = 1.0 ns, heating without loss = 4.29 K
field holding 45 deg without anisotropy = 1.06 T
```
